# Reflection by a mass step and its momentum-dependent effective barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: matching at a mass step

### 1. What goes wrong without it

Suppose that the conduction-band edges of two semiconductors have been aligned and turn out to be level. It is tempting to conclude that an electron crosses the interface freely, since there is no potential step to stop it. It is equally tempting to treat motion along the interface as a spectator, because the in-plane momentum is conserved. In the model used here, both conclusions fail when the effective masses differ.

A third error concerns the joining itself. If one joins the envelope functions as in free space, with continuous value and continuous slope, the current is not conserved. For masses of 0.067 and 0.092 electron masses, level edges and normal incidence from the lighter side, the reflected and transmitted fractions then add up to 0.730. More than a quarter of the incident current has disappeared at an interface that absorbs nothing.

The cure is a Hamiltonian that remains Hermitian when the mass depends on position. Hermiticity secures the current but does not fix the Hamiltonian uniquely. The BenDaniel-Duke form used here gives both effects: reflection at zero band offset, and a step that depends on in-plane momentum.

### 2. The model

The interface is the plane $z=0$. The electron belongs to a single isotropic parabolic band, with

$$
m(z)=\begin{cases}m_1,&z<0\\ m_2,&z>0\end{cases}
\qquad
V(z)=\begin{cases}0,&z<0\\ V_0,&z>0.\end{cases}
$$

Both masses are positive. $V$ is the band-edge energy, so $V_0$ is the band offset, positive when the edge is higher on side 2. All energies are measured from the edge on side 1. There is no electric field, and scattering and disorder are left out.

The BenDaniel-Duke Hamiltonian is

$$
H=-\frac{\hbar^2}{2}\,\nabla\cdot\frac{1}{m(z)}\nabla+V(z).
$$

Placing $1/m$ between the two derivatives makes the kinetic operator Hermitian. It is a choice of interface model, though, and section 7 shows how much depends on it.

Nothing depends on the in-plane position $\mathbf r=(x,y)$, so we can take

$$
\psi(\mathbf r,z)=e^{i\mathbf k\cdot\mathbf r}\varphi(z),
$$

with the same $\mathbf k$ on both sides. The in-plane derivatives act on the exponential and give $-k^2$. Since $m$ does not depend on $x$ or $y$, they contribute $+\hbar^2k^2/2m(z)$ to the energy:

$$
-\frac{\hbar^2}{2}\frac{d}{dz}\!\left(\frac{1}{m}\frac{d\varphi}{dz}\right)
+\left[V+\frac{\hbar^2k^2}{2m}\right]\varphi=E\varphi. \tag{1}
$$

The in-plane kinetic energy thus changes at the interface although $\mathbf k$ does not. The second half follows this up.

### 3. The matching conditions

Define $u=\varphi'/m$, where a prime means $d/dz$. Equation (1) is then equivalent to two first-order equations,

$$
\varphi'=m\,u,\qquad
u'=\frac{2}{\hbar^2}\left[V+\frac{\hbar^2k^2}{2m}-E\right]\varphi .
$$

The coefficients jump at $z=0$ but stay finite. Integrate both equations from $-\epsilon$ to $+\epsilon$. The right-hand sides are bounded, so their integrals are proportional to $\epsilon$ and vanish as $\epsilon\to0$. Therefore

$$
\varphi\quad\text{and}\quad\frac{1}{m}\varphi'\quad\text{are continuous.} \tag{2}
$$

The slope itself jumps in the ratio of the masses, $\varphi'(0^+)/\varphi'(0^-)=m_2/m_1$, wherever it is nonzero. An infinitely thin, chemically distinct layer, modelled by a delta function in $V$, would add a jump in $u$; no such layer is included here.

### 4. The conserved current

The time-dependent equation $i\hbar\,\partial_t\varphi=H\varphi$ gives

$$
\frac{\partial|\varphi|^2}{\partial t}
=\frac{1}{i\hbar}\left[\varphi^*H\varphi-\varphi(H\varphi)^*\right].
$$

The real terms in the square bracket of equation (1) cancel. The derivative terms leave

$$
\frac{\partial|\varphi|^2}{\partial t}
=\frac{i\hbar}{2}\left[\varphi^*\left(\frac{\varphi'}{m}\right)'-\varphi\left(\frac{\varphi^{*\prime}}{m}\right)'\right]
=\frac{i\hbar}{2}\frac{d}{dz}\left[\frac{\varphi^*\varphi'-\varphi\varphi^{*\prime}}{m}\right].
$$

The last equality holds because differentiating the bracket also produces $\varphi^{*\prime}\varphi'/m$ twice, with opposite signs. The difference in the last bracket is $2i\,\mathrm{Im}(\varphi^*\varphi')/m$, so

$$
\frac{\partial|\varphi|^2}{\partial t}=-\frac{dJ}{dz},\qquad
J=\frac{\hbar}{m}\,\mathrm{Im}(\varphi^*\varphi').
$$

In a stationary state $J$ is the same at every $z$. The conditions (2) guarantee this across the interface, since $J=\hbar\,\mathrm{Im}(\varphi^*u)$ is built from two continuous quantities.

### 5. The reflection amplitude

On each side the solutions are plane waves with

$$
\frac{\hbar^2q_1^2}{2m_1}=E-\frac{\hbar^2k^2}{2m_1},\qquad
\frac{\hbar^2q_2^2}{2m_2}=E-V_0-\frac{\hbar^2k^2}{2m_2}. \tag{3}
$$

Take $q_1$ real and positive, and for now $q_2$ as well. A wave arriving from side 1 is

$$
\varphi=e^{iq_1z}+r\,e^{-iq_1z}\ (z<0),\qquad
\varphi=t\,e^{iq_2z}\ (z>0).
$$

Let $v_i=\hbar q_i/m_i$ be the velocity normal to the interface. Continuity of $\varphi$, and continuity of $\varphi'/m$ multiplied by $\hbar/i$, give

$$
1+r=t,\qquad v_1(1-r)=v_2t.
$$

Insert the first equation into the second: $v_1-v_1r=v_2+v_2r$. Hence

$$
r=\frac{v_1-v_2}{v_1+v_2},\qquad t=1+r=\frac{2v_1}{v_1+v_2}. \tag{4}
$$

On side 1 the current is $v_1(1-|r|^2)$, because the cross terms in $\varphi^*\varphi'$ are real and drop out of the imaginary part. On side 2 it is $v_2|t|^2$. Relative to the incident current $v_1$,

$$
R=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad
T=\frac{v_2}{v_1}|t|^2=\frac{4v_1v_2}{(v_1+v_2)^2},
$$

and $R+T=1$, since $(v_1-v_2)^2+4v_1v_2=(v_1+v_2)^2$. What the interface reflects is a mismatch of normal velocity. A potential step is one way to produce it, and a mass step is another.

With continuous $\varphi'$ instead, the second condition would read $q_1(1-r)=q_2t$. Then $r=(q_1-q_2)/(q_1+q_2)$ and $t=2q_1/(q_1+q_2)$. The currents still carry the factors $1/m_i$, so

$$
R+T=\frac{(q_1-q_2)^2+4q_1q_2\,m_1/m_2}{(q_1+q_2)^2}
=1-\frac{4q_1q_2}{(q_1+q_2)^2}\left(1-\frac{m_1}{m_2}\right).
$$

This differs from 1 whenever the masses differ. For $q_1=0.2965$ and $q_2=0.3475\ \mathrm{nm^{-1}}$, the example below, it equals 0.730.

### 6. Zero offset, normal incidence

Set $V_0=0$ and $k=0$. Equation (3) gives $q_i=\sqrt{2m_iE}/\hbar$, and therefore

$$
v_i=\frac{\hbar q_i}{m_i}=\sqrt{\frac{2E}{m_i}} .
$$

The kinetic energy is the same on both sides but the velocity is not. Put this into (4), cancel $\sqrt{2E}$ and multiply above and below by $\sqrt{m_1m_2}$:

$$
r=\frac{\sqrt{m_2}-\sqrt{m_1}}{\sqrt{m_2}+\sqrt{m_1}},\qquad
R=\left(\frac{\sqrt{m_2}-\sqrt{m_1}}{\sqrt{m_2}+\sqrt{m_1}}\right)^2. \tag{5}
$$

This is the first claim. $R$ vanishes only for equal masses, and it does not depend on energy within the parabolic model. Reversing the direction of travel changes the sign of $r$ but not $R$.

For a small relative difference $\delta=(m_2-m_1)/m_1$, we have $\sqrt{m_2/m_1}\approx1+\delta/2$. Then $r\approx\delta/4$ and $R\approx\delta^2/16$, so modest mass steps reflect weakly. Mass ratios of 2, 4 and 10 give $R=2.9\,\%$, $11.1\,\%$ and $27.0\,\%$.

**Numbers.** Take $m_1=0.067$ and $m_2=0.092$ electron masses, rough values for GaAs and Al$_{0.3}$Ga$_{0.7}$As. The offset is set to zero to isolate the effect of mass; the real junction has a large offset, restored in section 13. At $E=50$ meV the wavelength on side 1 is 21.2 nm and $v_2/v_1=\sqrt{0.067/0.092}=0.853$. Then

$$
r=\frac{1-0.8534}{1+0.8534}=0.079,\qquad R=0.63\,\% .
$$

The effect is real within the model, but small for this pair.

**Cancellation by an offset.** At normal incidence, reflection vanishes when $v_1=v_2$, that is, when $E/m_1=(E-V_0)/m_2$. Solving for the offset,

$$
V_0=E\left(1-\frac{m_2}{m_1}\right).
$$

For the example this is $-18.7$ meV: the extra kinetic energy on the heavy side restores the velocity. An offset of the other sign adds to the mismatch. With $V_0=+10$ meV the velocity ratio falls to $0.8534\sqrt{40/50}=0.763$, and $R$ rises to $1.8\,\%$, almost three times the zero-offset value. With $V_0=-10$ meV the ratio is $0.8534\sqrt{60/50}=0.935$, and $R$ falls to $0.11\,\%$. At this energy, an uncertainty of 10 meV in a calculated band alignment therefore changes $R$ by an amount comparable with the mass reflection itself.

### 7. How far the result depends on the interface model

**Operator ordering.** Consider the family

$$
H_\beta=-\frac{\hbar^2}{2}\,m^\alpha\frac{d}{dz}m^\beta\frac{d}{dz}m^\alpha,\qquad 2\alpha+\beta=-1,
$$

at $k=0$ and $V=0$. Each member is Hermitian, and each reduces to $-(\hbar^2/2m)\,d^2/dz^2$ where the mass is uniform. The bulk masses therefore cannot select one of them. With $\chi=m^\alpha\varphi$, division of $H_\beta\varphi=E\varphi$ by $m^\alpha$ gives

$$
-\frac{\hbar^2}{2}(m^\beta\chi')'=E\,m^{-2\alpha}\chi .
$$

By the argument of section 3, $\chi$ and $m^\beta\chi'$ are continuous. The amplitude follows from (4) with $v_i$ replaced by $m_i^\beta q_i$. Since $q_i\propto m_i^{1/2}$,

$$
r=\frac{m_1^s-m_2^s}{m_1^s+m_2^s},\qquad s=\beta+\tfrac12 .
$$

BenDaniel-Duke has $\alpha=0$, $\beta=-1$ and $s=-\tfrac12$, which is equation (5). The choice $\beta=-\tfrac12$ has $s=0$ and gives no reflection at all. Mass reflection at zero offset thus depends on the interface model, not on the bulk masses alone. It is not peculiar to BenDaniel-Duke matching either: $\beta=0$ has $s=\tfrac12$ and gives the same $R$. Section 14 gives a two-band model from which BenDaniel-Duke matching follows when the interband coupling is the same on both sides.

**Grading.** Let the mass now vary smoothly over a width $w$, still with $V=0$ and $k=0$. Split the wave into forward and backward parts, $\varphi=A+B$ and $\varphi'=iq(A-B)$, with local $q(z)$ and $v(z)$. The first definition gives $A'+B'=iq(A-B)$. Next, $\hbar\varphi'/m=iv(A-B)$, and equation (1) with $2E=\hbar qv$ makes its derivative $-qv(A+B)$. Hence

$$
A'-B'=iq(A+B)-\frac{v'}{v}(A-B).
$$

Half the difference of these two equations is

$$
B'=-iqB+\frac{v'}{2v}(A-B).
$$

To first order in the mass variation, $B$ is dropped from the last bracket, $A=e^{iqz}$, and $q$ is replaced by a mean value. Then $(Be^{iqz})'=(v'/2v)e^{2iqz}$. Nothing arrives from the right, so $B=0$ there, and

$$
r\approx-\int\frac{v'}{2v}\,e^{2iqz}\,dz
\approx\frac12\ln\frac{v_1}{v_2}\;\frac{\sin qw}{qw},
$$

where the last form takes $v'/v$ constant across a layer centred at $z=0$. Parts of the layer at different depths reflect with different phases, and the reflection fades once $qw$ is no longer small.

With the mean $q=0.322\ \mathrm{nm^{-1}}$ and $w=5$ nm, $\sin(1.61)/1.61=0.62$. This reduces $R$ to $0.62^2\times0.63\,\%=0.24\,\%$. Numerical solution for a linear mass profile gives $0.60\,\%$, $0.24\,\%$ and $0.0014\,\%$ for widths of 1, 5 and 20 nm. At 20 nm the first-order formula lies near a zero of the sine and gives about $0.0004\,\%$; with the local phase $2\int q\,dz$ and the actual $v'/v$ kept in the integral, first order also gives $0.0014\,\%$. Equation (5) thus requires an interface that is thin compared with $1/q$.

## Second half: the step created by in-plane momentum

### 8. Symbols and results carried over

The interface at $z=0$ separates mass $m_1$ (left, band edge 0) from mass $m_2$ (right, band edge $V_0$). An electron of total energy $E$ and conserved in-plane wavevector $k$ arrives from the left. Its normal wavevectors satisfy

$$
\frac{\hbar^2q_1^2}{2m_1}=E-\frac{\hbar^2k^2}{2m_1},\qquad
\frac{\hbar^2q_2^2}{2m_2}=E-V_0-\frac{\hbar^2k^2}{2m_2}.
$$

BenDaniel-Duke matching keeps $\varphi$ and $\varphi'/m$ continuous. With normal velocities $v_i=\hbar q_i/m_i$, the reflection amplitude is $r=(v_1-v_2)/(v_1+v_2)$, and $R=|r|^2$. At $V_0=k=0$ this gives $R=0.63\,\%$ for $m_1=0.067$ and $m_2=0.092$ electron masses.

### 9. The effective step

The energy available for motion normal to the interface on side 1 is

$$
E_z=E-\frac{\hbar^2k^2}{2m_1}=\frac{\hbar^2q_1^2}{2m_1}.
$$

Express the normal kinetic energy on side 2 through it, by inserting $E=E_z+\hbar^2k^2/2m_1$:

$$
\frac{\hbar^2q_2^2}{2m_2}
=E_z+\frac{\hbar^2k^2}{2m_1}-V_0-\frac{\hbar^2k^2}{2m_2}
=E_z-V_{\rm eff}(k),
$$

$$
V_{\rm eff}(k)=V_0+\frac{\hbar^2k^2}{2}\left(\frac1{m_2}-\frac1{m_1}\right). \tag{6}
$$

This is the second claim. At fixed $k$ the added term is proportional to the difference of inverse masses. It arises because the same in-plane momentum costs a different kinetic energy on each side, and with $E$ conserved the normal motion must supply the difference.

The sign matters. If side 2 is lighter, $1/m_2>1/m_1$ and the added term is a barrier. If side 2 is heavier, it is a step down, and at a given normal energy $E_z$ in-plane momentum helps the electron across a positive offset until $v_2$ reaches $v_1$; beyond that point the reflection grows again. At a given total energy $E$ the outcome depends on the offset, because a larger $k$ reduces the normal energy on both sides. By (3), $v_2/v_1$ falls as $k$ grows if $m_2(E-V_0)<m_1E$. In-plane momentum then hinders the crossing, as it does for the 300 meV electron of section 13. For a positive offset smaller than $E(1-m_1/m_2)$, the ratio rises instead and the reflection at first decreases. The word "barrier" therefore describes one direction of travel.

Nor does $V_{\rm eff}$ reduce the problem to an ordinary step with a single mass. It fixes $q_2$, but the masses still enter the matching through $v_i=\hbar q_i/m_i$. At $V_0=k=0$ the effective step vanishes and there is still reflection. Section 11 finds the opposite case, with a nonzero step and no reflection.

With BenDaniel-Duke matching, a mass step reflects electrons at normal incidence even at zero offset, and in-plane momentum adds a term to the effective step proportional to the difference of inverse masses. What remains is to follow the reflection with angle at zero offset, including total reflection and the angle of no reflection, and then to restore the real offset and estimate the effect of nonparabolicity.
